\section*{Cubic and octahedral d-level splittings for zirconium and hafnium}

A metal ion sits at the origin and is surrounded by $N$ identical ligands at positions $a\,\mathbf n_i$, where $a$ is the common metal-ligand distance and the $\mathbf n_i$ are unit vectors. In the octahedron the six $\mathbf n_i$ are $\pm\hat x,\pm\hat y,\pm\hat z$. In the cube the eight $\mathbf n_i$ are $(\pm1,\pm1,\pm1)/\sqrt3$. The d orbitals share one radial function $R(r)$, with $\int_0^\infty R^2r^2\,dr=1$. Referred to the cubic axes they form the pair $e=\{z^2,\,x^2-y^2\}$ and the triplet $t_2=\{xy,\,yz,\,xz\}$. The splitting is defined with a sign,
\begin{equation}
\Delta=E(e)-E(t_2),
\end{equation}
so a negative $\Delta$ means that the $e$ levels lie below the $t_2$ levels. All energies are those of an electron. The algebra is in atomic units.

In the point-charge model each ligand carries the charge $-q$, with $q>0$, and raises the energy of an electron at $\mathbf r$ by $q/|\mathbf r-a\mathbf n_i|$. The levels are taken to first order within the d shell: they are the eigenvalues of the $5\times5$ matrix of the summed ligand potential. With $\hat{\mathbf r}=\mathbf r/r$, and with $r_<$ and $r_>$ the lesser and greater of $r$ and $a$, the potential is
\begin{equation}
V(\mathbf r)=q\sum_{i=1}^{N}\sum_{k=0}^{\infty}\frac{r_<^k}{r_>^{k+1}}\,P_k(\hat{\mathbf r}\cdot\mathbf n_i).
\end{equation}
The angular part of a product of two d orbitals is an even polynomial of degree four on the unit sphere, so it contains harmonics of rank 0, 2 and 4 alone. By orthogonality no other $k$ contributes. The term $k=0$ shifts all five levels equally. For $k=2$, cubic symmetry gives $\sum_i n_{i\alpha}n_{i\beta}=(N/3)\delta_{\alpha\beta}$, hence
\begin{equation}
\sum_iP_2(\hat{\mathbf r}\cdot\mathbf n_i)=\tfrac12\Big(3\cdot\tfrac N3-N\Big)=0 .
\end{equation}
The splitting therefore comes from $k=4$, whose radial factor is
\begin{equation}
G_4(a)=\int_0^\infty R^2r^2\,\frac{r_<^4}{r_>^5}\,dr .
\end{equation}
When the d density lies inside the ligand distance, $G_4\to\langle r^4\rangle/a^5$.

Let $x,y,z$ now be the components of $\hat{\mathbf r}$, and let $S=x^4+y^4+z^4$. With $P_4(t)=(35t^4-30t^2+3)/8$, the octahedron has $\sum t^4=2S$ and $\sum t^2=2$, so
\begin{equation}
\sum_{\rm oct}P_4=\frac{70S-60+18}{8}=\frac{35}{4}\Big(S-\frac35\Big).
\end{equation}
In the cube, terms with an odd power of any coordinate cancel between corners, which leaves
\begin{equation}
\sum_{\rm cube}t^4=\frac89\big[S+6(x^2y^2+y^2z^2+z^2x^2)\big]=\frac89(3-2S).
\end{equation}
The last form follows from $1=(x^2+y^2+z^2)^2=S+2(x^2y^2+y^2z^2+z^2x^2)$. With $\sum t^2=8/3$,
\begin{equation}
\sum_{\rm cube}P_4=\frac{35}{9}(3-2S)-10+3=-\frac{70}{9}\Big(S-\frac35\Big).
\end{equation}
Both arrangements produce the same angular function. The ratio of the prefactors is
\begin{equation}
\frac{-70/9}{35/4}=-\frac{280}{315}=-\frac89 ,
\end{equation}
and since $qG_4$ is common to both, this is the ratio of the splittings:
\begin{equation}
\Delta_{\rm cube}=-\tfrac89\,\Delta_{\rm oct}\qquad(\text{same }a,\ \text{same ligands}).
\end{equation}
Penetration of the d density beyond the ligands changes $G_4$ but not this ratio. A tetrahedron contains one corner from each opposite pair of the cube. Opposite corners contribute equally at even rank, so its splitting is half that of the cube, $-\tfrac49\Delta_{\rm oct}$.

The absolute levels need the mean of $S$ in each orbital. The function $S$ is even in each coordinate, so it does not couple $xy$, $yz$ and $xz$ to one another or to the $e$ pair. Exchanging $x$ and $y$ reverses $x^2-y^2$ but leaves $z^2$ and $S$ unchanged, so these two are not coupled either. A rotation by $120^\circ$ about the cube diagonal leaves $S$ unchanged and turns $z^2$ into a combination with weights $\tfrac14$ on $z^2$ and $\tfrac34$ on $x^2-y^2$. The two means are therefore equal, and one member of each set suffices.

Sphere averages follow from a Gaussian of unit variance in three dimensions, where the mean of a monomial factorises into a radial mean and a sphere mean. With $n=i+j+k$ and $(-1)!!=1$,
\begin{equation}
\langle x^{2i}y^{2j}z^{2k}\rangle=\frac{(2i-1)!!\,(2j-1)!!\,(2k-1)!!}{(2n+1)!!}.
\end{equation}
For $xy$ the norm is $\langle x^2y^2\rangle=1/15$, and
\begin{equation}
\langle S\rangle_{t_2}=15\,\langle x^6y^2+x^2y^6+x^2y^2z^4\rangle=15\cdot\frac{15+15+3}{945}=\frac{11}{21}.
\end{equation}
For $x^2-y^2$ the norm is $(3+3-2)/15=4/15$. Here $\langle x^4S\rangle=(105+9+9)/945=123/945$, the same holds for $y^4$, and $\langle x^2y^2S\rangle=33/945$ from the line above. Thus
\begin{equation}
\langle S\rangle_{e}=\frac{15}{4}\cdot\frac{2\cdot123-2\cdot33}{945}=\frac{15}{4}\cdot\frac{180}{945}=\frac57 .
\end{equation}
The difference is $5/7-11/21=4/21$, and the splittings become
\begin{align}
\Delta_{\rm oct}&=\frac{35}{4}\cdot\frac{4}{21}\,qG_4=\frac53\,qG_4,\\
\Delta_{\rm cube}&=-\frac{70}{9}\cdot\frac{4}{21}\,qG_4=-\frac{40}{27}\,qG_4 .
\end{align}
Measured from the mean of the five levels, the cube has
\begin{align}
E(e)&=-\frac{70}{9}\Big(\frac57-\frac35\Big)qG_4=-\frac89\,qG_4,\\
E(t_2)&=-\frac{70}{9}\Big(\frac{11}{21}-\frac35\Big)qG_4=+\frac{16}{27}\,qG_4 .
\end{align}
The lobes of the $e$ orbitals point at the faces of the cube, away from the charges, so these orbitals are repelled least.

The ratio does not depend on the ligands being point charges. Suppose that each ligand acts within the d shell through an operator symmetric about its bond, with energies $e_\sigma,e_\pi,e_\delta$ for orbitals of angular momentum $|m|=0,1,2$ about that bond. With $t$ the cosine of the angle to the bond, the $|m|=1$ density is proportional to $t^2(1-t^2)$ and gives $\langle t^2\rangle=3/7$, $\langle t^4\rangle=5/21$. The $|m|=2$ density is proportional to $(1-t^2)^2$ and gives $1/7$ and $1/21$. The means of $P_2$ and $P_4$ vanish when summed over the whole shell, because the filled shell is spherical, and this fixes the value for $m=0$. In the order $|m|=0,1,2$,
\begin{equation}
\langle P_2\rangle=\tfrac17(2,\,1,\,-2),\qquad \langle P_4\rangle=\tfrac1{21}(6,\,-4,\,1).
\end{equation}
Together with $(1,1,1)$ these are three independent vectors. Any set $(e_\sigma,e_\pi,e_\delta)$ is then a constant plus multiples of $P_2$ and $P_4$, the geometric sums above apply unchanged, and the factor $-8/9$ follows again.

The octahedral splitting can be read off bond by bond. The orbital $xy$ is of $\delta$ type for the two ligands on the $z$ axis and of $\pi$ type for the other four, so $E(t_2)=4e_\pi+2e_\delta$. The orbital $z^2$ is of $\sigma$ type for the two ligands on $z$. For each of the other four it has weight $\tfrac14$ in $\sigma$ and $\tfrac34$ in $\delta$, so $E(e)=3e_\sigma+3e_\delta$. Hence
\begin{equation}
\Delta_{\rm oct}=3e_\sigma-4e_\pi+e_\delta .
\end{equation}
The $e$ levels are lowest in the cube when this is positive, that is, when $3e_\sigma+e_\delta>4e_\pi$. Point charges satisfy the condition because $q$ and $G_4$ are positive. For other ligands it is an assumption about the bond.

For numbers, take Zr and Hf in the oxidation state $+4$, with the formal oxide charge $q=2$ and $a=2.20$ angstrom, a rough typical length for an eightfold metal-oxygen bond. Both ions are d$^0$: the levels in question are empty and describe an added electron. The radial function is that of an electron added to the frozen closed-shell $4+$ ion, in the Hartree-Fock approximation with the def2-TZVP basis and its effective core potential. Numerical integration then gives $G_4=0.574$ eV per unit charge for Zr and $0.660$ eV for Hf. These are 0.92 and 0.90 of the limiting form $\langle r^4\rangle/a^5$, so penetration lowers the splitting by 8 to 10 percent relative to that limit. For Zr,
\begin{align}
\Delta_{\rm oct}&=\tfrac53\cdot2\cdot0.574\ \mathrm{eV}=1.91\ \mathrm{eV},\\
\Delta_{\rm cube}&=-\tfrac{40}{27}\cdot2\cdot0.574\ \mathrm{eV}=-1.70\ \mathrm{eV}.
\end{align}
The cubic $e$ level lies 1.02 eV below the mean and the $t_2$ level 0.68 eV above it. For Hf the splittings are $2.20$ and $-1.95$ eV. They are larger because the Hf orbital is more extended: $\langle r^4\rangle$ is 2.61 angstrom$^4$, against 2.23 for Zr. The last digits depend on the basis: in the larger def2-QZVP basis the cubic splittings are $-1.66$ eV for Zr and $-1.94$ eV for Hf, shifts of 0.04 and 0.02 eV. There $G_4$ is $0.559$ and $0.653$ eV per unit charge, and the point-charge gaps given below move by up to 0.04 eV as well.

Equal distance is a condition of the comparison, and real sixfold bonds tend to be shorter. For distances $a_8$ and $a_6$ the ratio becomes $-\tfrac89\,G_4(a_8)/G_4(a_6)$. To see how fast $G_4$ falls, write it as the sum of an inner and an outer part,
\begin{equation}
G_4=A+B,\quad A=a^{-5}\!\int_0^a\!R^2r^6dr,\quad B=a^4\!\int_a^\infty\!R^2r^{-3}dr .
\end{equation}
The terms from the moving limit cancel on differentiation, so $-d\ln G_4/d\ln a=(5A-4B)/(A+B)$, which is below 5. With a rough sixfold length of 2.10 angstrom, the pure fifth power would give $-\tfrac89(2.10/2.20)^5=-0.70$. The computed orbitals give $-0.73$ for both metals.

The more distant ions of a crystal also act. In a site of cubic symmetry there is one rank-4 angular function, $K=S-\tfrac35$, so a shell of ions of charge $-q_j$ at distance $R_j$ and direction $\mathbf n_j$ contributes in proportion to $\sum_jq_jK(\mathbf n_j)/R_j^5$ when penetration is neglected. For the fluorite structure, with formal charges $+4$ on the metal and $-2$ on oxygen, direct summation gives 0.90 of the value for the first eight neighbours alone. The lattice thus weakens the splitting by about 10 percent and does not reverse it.

A change of shape matters more. Take the cube with $z$ along a fourfold axis and twist its upper face by $45^\circ$, with $a$ and the polar angle held fixed. By fourfold symmetry each face contributes, up to rank 4, components that are axial or vary as $e^{\pm4i\varphi}$, where $\varphi$ is the azimuth. The two faces contribute equally to the latter in the cube. The twist reverses the sign for one face, and they cancel. What remains is axial: at rank 4 the sum over ligands becomes $8P_4(\cos\theta)P_4(z)$. The polar angle of the cube corners has $\cos^2\theta=1/3$, which makes $P_2(\cos\theta)=0$ and $8P_4(\cos\theta)=35/9-10+3=-28/9$. Multiplication by $(6,-4,1)/21$ gives
\begin{align}
E(z^2)&=-\tfrac89\,qG_4,\\
E(xz,yz)&=+\tfrac{16}{27}\,qG_4,\\
E(x^2-y^2,\,xy)&=-\tfrac4{27}\,qG_4 .
\end{align}
The cancelled components connect $m=2$ with $m=-2$, so the twist leaves $z^2$, $xz$ and $yz$ where they were. The orbitals $x^2-y^2$ and $xy$ meet at the mean of their former energies. The $e$ pair is broken, $z^2$ alone is lowest, and the gap above it is $\tfrac{20}{27}qG_4$, half the cubic splitting: 0.85 eV for Zr and 0.98 eV for Hf.

An antiprism with equal edges $s$ also has a different height from the twisted cube. Its face corners lie at $s/\sqrt2$ from the axis. Neighbouring corners of opposite faces have the squared horizontal separation $s^2(1-1/\sqrt2)$, so the height $h$ obeys $h^2=s^2/\sqrt2$, and
\begin{equation}
\tan\theta=\frac{s/\sqrt2}{h/2}=2^{3/4},\qquad \theta=59.3^\circ .
\end{equation}
The cube has $54.7^\circ$, so this body is flatter. Now $P_2(\cos\theta)<0$, and the rank-2 pattern $(2,1,-2)$ lowers $z^2$, lowers $xz$ and $yz$ by half as much, and raises $x^2-y^2$ and $xy$. The rank-4 factor $8P_4(\cos\theta)$ also shrinks in size, from $-3.11$ to $-2.45$, which weakens the pattern of the twisted cube. Integrals over the eight point charges at the same $a$ put the Zr levels at $-1.56$ eV ($z^2$), $0.16$ eV ($xz,yz$) and $0.62$ eV ($x^2-y^2,xy$). For Hf they are $-1.75$, $0.20$ and $0.67$ eV. The upper two levels have changed order, and the lowest gap has returned to 1.72 eV for Zr and 1.95 eV for Hf. A few degrees of polar angle therefore matter as much as the twist. The rank-2 field also couples $z^2$ to the empty metal s orbital, which first order within the d shell leaves out. The matrix element is 1.4 eV for Zr and 1.5 eV for Hf. With the s level some 6 to 7 eV higher, as estimated below for the cube, this lowers $z^2$ by a further 0.2 to 0.4 eV or so. The order of the levels is unchanged, but the gap is widened.

Spin-orbit coupling is a smaller correction in the cube. Rough coupling constants of 0.06 eV for Zr and 0.2 eV for Hf, included by diagonalising the ten d spin-orbitals, reduce the lowest gap from 1.70 to 1.68 eV and from 1.95 to 1.92 eV. The lowest four states keep at least 98 percent $e$ character. The thermal energy at 300 K, 0.026 eV, is far below these gaps.

A large omission is the overlap and covalent mixing of the d orbitals with filled ligand shells. The size of the effect can be estimated with fluoride, which is isoelectronic with oxide, at the same 2.20 angstrom. Hartree-Fock calculations in the def2-SVP basis, with density fitting, were made for octahedral ZrF$_6^{2-}$ and for cubic ZrF$_8^{4-}$ and HfF$_8^{4-}$. The d orbital of the free ion was made orthogonal to all filled orbitals and normalised, and its energy was taken as the mean value of the Fock operator. The splittings are
\begin{equation}
\Delta=2.9\ \mathrm{eV},\qquad -2.5\ \mathrm{eV},\qquad -3.0\ \mathrm{eV},
\end{equation}
in that order. The signs agree with the point-charge model, and the magnitudes are about one and a half times its values above for $q=2$ (about 1.4 times if the point-charge values use the same def2-SVP orbital), although fluoride carries a single formal charge. In cubic ZrF$_8^{4-}$, 27 percent of the norm of a $t_2$ orbital lies in the filled space, against 9 percent for an $e$ orbital. In the octahedron the order is reversed, with 9 percent for $t_2$ and 31 percent for $e$. Part of these shares is covalent mixing, which puts metal d character into the filled orbitals. With the filled orbitals of the separate Zr$^{4+}$ and F$^-$ ions instead, the shares in the cube are 14 percent for $t_2$ and 3 percent for $e$. The cubic splitting is then $-2.4$ eV if the Fock operator is also built from these ionic orbitals, and $-2.1$ eV if that of the relaxed cluster is kept. The ratio of the two Zr splittings displayed above is $-0.88$, close to $-\tfrac89$. The rule is not exact here, because the energy is no longer a sum of identical bond terms. The filled orbitals relax differently in the two clusters, and projection and normalisation are not additive over the bonds. Before projection, the mean values of the relaxed Fock operator in the free-ion d orbitals give $+3.8$ eV in the cube and $-4.4$ eV in the octahedron. These signs are opposite to the point-charge ones, and the ratio is $-0.86$, so the agreement in sign comes from the orthogonalisation to the filled shells. With ionic orbitals throughout, the ratio is $-0.89$ before projection and $-0.895$ after it. The closeness of the ratio is therefore not guaranteed for other ligands. The metal s level, treated in the same way, lies 7.3 eV above $e$ in the Zr cube and 5.9 eV above it in the Hf cube. These figures leave out correlation, the response of the filled orbitals to an added electron, and the oxide lattice. They come from a small basis without diffuse functions on fluoride. Adding one diffuse s and one diffuse p shell to fluoride changes the two Zr splittings from 2.89 to 2.85 eV and from $-2.53$ to $-2.48$ eV. It changes the values with ionic orbitals more, from $-2.4$ to $-2.1$ eV and from $-2.1$ to $-1.8$ eV, and their shares become 13 and 4 percent. Full convergence with the basis is not established, so the figures are estimates.

In metal-oxide resists, zirconium and hafnium can occur in oxo clusters with eightfold sites nearer a square antiprism than a cube, and with oxygen atoms of several kinds at unequal distances. The assumption that fails first there is cubic symmetry. For the two antiprisms considered, both with equal bond lengths, the model gives a single lowest orbital of $z^2$ type, with a gap of 0.85 or 1.72 eV for Zr, and not a degenerate $e$ pair. In a taller antiprism, with a polar angle below about $52^\circ$ for Zr, the pair $x^2-y^2$, $xy$ would be lowest instead. Unequal bond lengths would change these values. The pair belongs to the cubic site, as in the fluorite form of the dioxides. Even there, the site levels broaden into bands, whose widths are not treated here, so $\Delta_{\rm cube}$ is a separation of site energies and not a band gap or an optical transition energy.
